# Exponential convergence of k-point grids under Fermi–Dirac smearing

## Grid error of Fermi–Dirac smeared zone averages

Take the band $\varepsilon(k)=-2t\cos ka$ of a chain with the round model parameters $t=0.05$ Ha, $a=5$ bohr, $\mu=-0.04$ Ha and $k_BT=0.005$ Ha (0.136 eV, 1579 K). The electron number per cell and spin is $0.3682976$. A uniform grid of $N$ points misses it by $-6.63\times10^{-3}$, $1.29\times10^{-4}$, $5.35\times10^{-6}$ and $-2.32\times10^{-7}$ for $N=20,40,60,80$. The sign changes, while the size drops by factors of 51, 24 and 23 for each twenty added points, about 30 in the geometric mean. The factor, the signs and the prefactor follow from the position of one pole in the complex $k$ plane.

Hartree atomic units are used, $\hbar=1$, and $T$ stands for $k_BT$. There is one spin, the Hamiltonian is a fixed function of $k$, and $\mu$ is fixed until stated otherwise. Bands are even in $k$ and real for real $k$. A single band, or for several bands each matrix element of $H(k)$, is analytic in a strip wider than any pole distance used below.

### Poles and aliasing

The Fermi function $f(\varepsilon)=1/(e^{(\varepsilon-\mu)/T}+1)$ is singular where the exponential equals $-1$, at

$$z_n=\mu+i\omega_n,\qquad \omega_n=(2n+1)\pi T,\qquad n\in\mathbb Z. \tag{1}$$

Near $z_n$ the exponential is $-e^{(\varepsilon-z_n)/T}\approx-1-(\varepsilon-z_n)/T$, so

$$f(\varepsilon)\approx\frac{-T}{\varepsilon-z_n}. \tag{2}$$

Let $F(k)=f(\varepsilon(k))$, periodic with period $2\pi/a$. For lattice vectors $R$ define

$$c_R=\frac{a}{2\pi}\int_{-\pi/a}^{\pi/a}F(k)\,e^{ikR}\,dk,\qquad F(k)=\sum_R c_R\,e^{-ikR}. \tag{3}$$

The zone average is $c_0$, and $c_{-R}=c_R$ because $F$ is even. The grid is $k_j=2\pi(j+\eta)/L$ with $L=Na$, $j=0,\dots,N-1$ and shift $\eta$. For $R=la$ the average $N^{-1}\sum_j e^{-ik_jR}$ is $e^{-2\pi i\eta l/N}$ times a geometric sum of $N$-th roots of unity, which is 1 when $l=mN$ and 0 otherwise. Inserting the series (3) into the grid average and subtracting $c_0$ gives

$$E_N\equiv\frac1N\sum_jF(k_j)-c_0=2\sum_{m\ge1}c_{mL}\cos(2\pi m\eta). \tag{4}$$

The error is the real-space function $c_R$ evaluated at the periodic images of a supercell of length $L$.

### The strip and the residues

$F$ is singular where $\varepsilon(k)=z_n$. Let $\kappa$ be the smallest $|\operatorname{Im}k|$ among these points. For $R>0$ and $\kappa'<\kappa$ the path in (3) can be raised to $k+i\kappa'$, because the two vertical sides of the rectangle cancel by periodicity. Then $|e^{i(k+i\kappa')R}|=e^{-\kappa'R}$, so $|c_R|\le Me^{-\kappa'R}$, where $M$ is the mean of $|F|$ on the raised line. Summing the geometric series in (4),

$$|E_N|\le\frac{2M}{e^{\kappa'L}-1}. \tag{5}$$

To obtain the error itself, raise the path to a height $K$ beyond some poles $k_p$. Near a pole with $\varepsilon'(k_p)\ne0$, $\varepsilon-z_n\approx\varepsilon'(k_p)(k-k_p)$, so by (2) $F$ has residue $-T/\varepsilon'(k_p)$. The rectangle is traversed counterclockwise, and $\frac{a}{2\pi}\,2\pi i\,(-T)=-iaT$, hence

$$c_R=-iaT\sum_{0<\operatorname{Im}k_p<K}\frac{e^{ik_pR}}{\varepsilon'(k_p)}+O(e^{-KR}). \tag{6}$$

For the cosine band $K$ may be sent to infinity: the line $\operatorname{Im}k=K$ maps onto an ellipse in the $\varepsilon$ plane, $K$ can be chosen so that the ellipse passes midway between two poles (1), and $f$ is bounded at a fixed distance from its poles.

The poles come in pairs. Reality gives $\varepsilon(\bar k)=\overline{\varepsilon(k)}$ and evenness then gives $\varepsilon(-\bar k)=\overline{\varepsilon(k)}$. If $k_n$ solves $\varepsilon=z_n$, then $-\bar k_n$, at the same height, solves $\varepsilon=\bar z_n$. Since $\varepsilon'$ is odd, $\varepsilon'(-\bar k_n)=-\overline{\varepsilon'(k_n)}$, and $e^{-i\bar k_nR}=\overline{e^{ik_nR}}$, so the partner term of $-ie^{ik_nR}/\varepsilon'$ is $+i\,\overline{e^{ik_nR}/\varepsilon'}$, its complex conjugate. For the chain, $\cos ka=-z_n/2t$ has the two solutions $\pm k$ per period, one of them in the upper half plane, so

$$c_R=2aT\sum_{n\ge0}\operatorname{Re}\left[\frac{-i\,e^{ik_nR}}{\varepsilon'(k_n)}\right]. \tag{7}$$

Keeping $n=0$ in (7) and $m=1$ in (4), with $\kappa=\operatorname{Im}k_0$,

$$E_N=4aT\cos(2\pi\eta)\operatorname{Re}\left[\frac{-i\,e^{ik_0L}}{\varepsilon'(k_0)}\right]+O(e^{-2\kappa L}),\qquad A=\frac{4aT}{|\varepsilon'(k_0)|}. \tag{8}$$

The leading term oscillates inside the envelope $Ae^{-\kappa L}$ and reverses its sign under a half-step shift. The remainder is the image $m=2$, provided $\operatorname{Im}k_1>2\kappa$; otherwise it is $O(e^{-\operatorname{Im}k_1L})$.

### The pole distance at low temperature

Write $k_0=k_F+\delta$ with $\varepsilon(k_F)=\mu$, $v=\varepsilon'(k_F)>0$, higher derivatives taken at $k_F$, and $y=i\omega$, $\omega=\pi T$. The pole condition is $v\delta+\frac12\varepsilon''\delta^2+\frac16\varepsilon'''\delta^3+\dots=y$. Insert $\delta=d_1y+d_2y^2+d_3y^3$ and match powers. Order $y$ gives $d_1=1/v$. Order $y^2$ gives $vd_2+\frac12\varepsilon''d_1^2=0$, so $d_2=-\varepsilon''/2v^3$. Order $y^3$ gives $vd_3+\varepsilon''d_1d_2+\frac16\varepsilon'''d_1^3=0$, so $d_3=\varepsilon''^2/2v^5-\varepsilon'''/6v^4$. With $y^2=-\omega^2$ and $y^3=-i\omega^3$,

$$\kappa=\frac{\pi T}{v}\left[1-(\pi T)^2\left(\frac{\varepsilon''^2}{2v^4}-\frac{\varepsilon'''}{6v^3}\right)+O(T^4)\right], \tag{9}$$

$$\operatorname{Re}k_0=k_F+\frac{\varepsilon''(\pi T)^2}{2v^3}+O(T^4). \tag{10}$$

At lowest order, with constants restored, the error decays as $\exp(-\pi k_BT\,L/\hbar v_F)$. The exponent is $\pi T$ times $L/v$, the time an electron at the Fermi level needs to reach its first periodic image. The expansion requires $\pi T\ll v^2/|\varepsilon''|$ and $(\pi T)^2\ll v^3/|\varepsilon'''|$.

For the chain, $\cos k_Fa=-\mu/2t$ gives $k_Fa=1.15928$, $v=2ta\sin k_Fa=0.45826$, $\varepsilon''=1.0000$, $\varepsilon'''=-11.4564$, and $\pi T=0.015708$ Ha. The lowest order is $0.015708/0.45826=0.034278$ bohr$^{-1}$. The round bracket in (9) is $11.34+19.84=31.18$, which times $(0.015708)^2$ is $0.0077$, so (9) gives $0.034278\times(1-0.0077)=0.034014$ bohr$^{-1}$. The closed solution of $\cos k_0a=-z_0/2t$ is $k_0a=1.16551+0.17010\,i$, that is $\kappa=0.034021$ bohr$^{-1}$ and $1/\kappa=29.4$ bohr (15.6 Å). Twenty more points multiply the envelope by $e^{-20\times0.17010}=1/30$, the factor noted at the start. The next pole has $\operatorname{Im}k_1a=0.48524>2\times0.17010$, as (8) requires.

The rate can be read from grid sums without the pole formula. If $E_N=|C|r^N\cos(N\theta+\alpha)$, the identity $\cos(x-u)\cos(x+u)=\cos^2x-\sin^2u$ gives

$$E_N^2-E_{N-s}E_{N+s}=|C|^2r^{2N}\sin^2(s\theta), \tag{11}$$

which no longer oscillates in $N$, so two values of $N$ fix $r=e^{-\kappa a}$. With the zone average from Gauss–Legendre quadrature, (11) yields $0.034021$ bohr$^{-1}$, and at half the temperature $0.017106$ against $0.017106$ from (9) and $0.017139$ at lowest order. Every measured rate below is obtained this way, after any power-law prefactor is multiplied out.

With $A=0.21396$ and $\eta=0$, the leading term of (8) is $-6.755\times10^{-3}$, $1.29184\times10^{-4}$, $5.3488\times10^{-6}$, $-2.32023\times10^{-7}$ for $N=20,40,60,80$. At $N=40$ the true error $1.28952\times10^{-4}$ differs from it by $-2.32\times10^{-7}$. This is the $m=2$ image, which by (4) equals the leading term of the grid with $N=80$. The bound (5) with $\kappa'=0.9\kappa$ and $M=0.4329$ is $4.15\times10^{-6}$ at $N=80$, eighteen times the actual error. Requiring the envelope to be below $10^{-6}$ gives $N\ge\ln(0.21396\times10^6)/0.17010=72.2$, so $N=73$ and $L=365$ bohr (193 Å); the largest error over the forty grids from $N=73$ on is $7.1\times10^{-7}$. The lowest-order rate with prefactor $4aT/v=0.21822$ gives $N=72$. The lowest order is not reliable for individual errors. With $k_0\approx k_F+i\pi T/v$ and $\varepsilon'(k_0)\approx v$, the leading term of (8) is $1.57\times10^{-4}$, $3.19\times10^{-6}$ and $-2.42\times10^{-7}$ for $N=40,60,80$, off by 22%, 40% and 4%. Three corrections are dropped. The shift of $\operatorname{Re}k_0$, $1.28\times10^{-3}$ bohr$^{-1}$ from (10) and $1.25\times10^{-3}$ from the closed solution, is multiplied by $L$ and amounts to a phase of 0.25 rad at $L=200$ bohr. The complex slope $\varepsilon'(k_0)$ adds a fixed phase of 0.07 rad and lowers the prefactor by 2%, from $0.21822$ to $0.21396$, and the correction to $\kappa$ in (9) changes the envelope by 5% at $L=200$ bohr.

### Two limits

The exponential law needs $\kappa L\gtrsim1$. Linearizing every pole in (7), $k_n\approx k_F+i\omega_n/v$ and $\varepsilon'\approx v$, with $X=\pi TR/v$, one has $\operatorname{Re}[-ie^{ik_FR}]=\sin k_FR$ and $\sum_{n\ge0}e^{-(2n+1)X}=e^{-X}/(1-e^{-2X})=1/(2\sinh X)$, so

$$c_R\approx\frac{aT}{v}\,\frac{\sin k_FR}{\sinh(\pi TR/v)}. \tag{12}$$

For $X\ll1$ this becomes $a\sin(k_FR)/\pi R$, which is the coefficient (3) of a step function filled from $-k_F$ to $k_F$. A grid with $L<v/\pi T$ therefore has an error of order $1/N$, as without smearing. At $T=0.0005$ Ha the crossover length is 58.3 cells, and (12) matches quadrature for $R=a$ to $150a$ within $0.0024$ of its envelope $aT/(v\sinh X)$.

At a band edge $v=0$ and (9) fails. With $\mu=-2t$ and $q=k_0a$, the pole condition is $q^2/2-q^4/24+\dots=i\gamma$, $\gamma=\pi T/2t$. Iterating once, $q^2=2i\gamma(1+i\gamma/6)$, so $q=\sqrt{2\gamma}\,e^{i\pi/4}(1+i\gamma/12)$ and $\operatorname{Im}q=\sqrt\gamma\,(1+\gamma/12)$. With $m^*=1/2ta^2$,

$$\kappa\approx\sqrt{m^*\pi T}\,\left(1+\frac{\pi T}{24t}\right). \tag{13}$$

The rate is finite and scales as $\sqrt T$. For $T=0.001$ Ha and $m^*=0.400$ the root is $0.03545$ bohr$^{-1}$, the correction factor $1.0026$ raises it to $0.03554$, and the measured rate is $0.03554$.

### Grand potential and free energy

The integrand $\Omega(k)=-T\ln(1+e^{-(\varepsilon-\mu)/T})$ obeys $\partial\Omega/\partial\mu=-f$, so its coefficients obey $\partial\Omega_R/\partial\mu=-c_R$. Differentiating $\varepsilon(k_p)=\mu+i\omega_n$ gives $dk_p/d\mu=1/\varepsilon'(k_p)$, hence $\frac{d}{d\mu}\left[\frac{aT}{R}e^{ik_pR}\right]=iaT\,e^{ik_pR}/\varepsilon'(k_p)$, the negative of a term of (6). For the chain $\Omega_R$ vanishes as $\mu\to-\infty$. There $e^{ik_pa}\approx-t/z_n$, so for $R=la$ with $l\ge2$ the pole sum is bounded by a multiple of $T\sum_n|z_n|^{-l}\sim|\mu|^{1-l}$ and vanishes too, and no constant is left. For $R=a$, $T\sum_n z_n^{-1}=\frac12\tanh(\mu/2T)\to-\frac12$, so the pole sum tends to $t/2$ and $\Omega_a$ carries an extra $-t/2$; this case does not occur for $N\ge2$. For $R\ge2a$, and with (4) at $\eta=0$,

$$\Omega_R=\frac{aT}{R}\sum_pe^{ik_pR},\qquad \delta\Omega_N=\frac{4T}{N}\operatorname{Re}e^{ik_0L}+O(e^{-2\kappa L}). \tag{14}$$

As in (8), this remainder requires $\operatorname{Im}k_1>2\kappa$ and is $O(e^{-\operatorname{Im}k_1L})$ otherwise. The second case occurs at the band edge, where (13) with $\omega_n$ in place of $\pi T$ gives $\operatorname{Im}k_1\approx\sqrt3\,\kappa$. For the chain with $\mu=-0.04$ Ha, at $N=40$ (14) gives $-4.857\times10^{-7}$ Ha against the grid error $-4.856\times10^{-7}$ Ha.

If the electron number $n$ is fixed, the grid chemical potential is $\mu+\delta\mu$. Let $\delta n=E_N$ and let $D_N=\partial n_N/\partial\mu$ be the grid slope, so that $\delta\mu\approx-\delta n/D_N$. The free energy is $\mathcal F_N=\Omega_N(\mu+\delta\mu)+(\mu+\delta\mu)n$ with $\Omega_N(\mu+\delta\mu)\approx\Omega_N(\mu)-(n+\delta n)\delta\mu-\frac12D_N\delta\mu^2$. The terms $n\,\delta\mu$ cancel, and $-\delta n\,\delta\mu-\frac12D_N\delta\mu^2=\delta n^2/D_N-\delta n^2/2D_N$, so to second order

$$\delta\mathcal F_N=\delta\Omega_N+\frac{\delta n^2}{2D_N}=\delta\Omega_N-\tfrac12\,\delta n\,\delta\mu. \tag{15}$$

The added term decays as $e^{-2\kappa L}$, so the rate is unchanged. At $N=40$ the computed $\delta\mathcal F-\delta\Omega$ is $2.431\times10^{-9}$ Ha. The converged slope $D=3.502$ Ha$^{-1}$ gives $2.374\times10^{-9}$ Ha, 2% lower; the grid's own shift $\delta\mu=-3.769\times10^{-5}$ Ha gives $\frac12(1.28952\times10^{-4})(3.769\times10^{-5})=2.430\times10^{-9}$ Ha.

### Several bands

For a matrix $H(k)$ the integrand is $F=\operatorname{Tr}f(H(k))=\sum_bf(\varepsilon_b)$. Because $\det(z-H)=\prod_b(z-\varepsilon_b)$, Cauchy's formula gives

$$F(k)=\frac1{2\pi i}\oint f(z)\,\partial_z\ln\det[z-H(k)]\,dz, \tag{16}$$

on a contour that encloses the eigenvalues and none of the poles (1). The determinant is a polynomial in the matrix elements, so (16) is analytic in $k$ as long as such a contour exists, that is until an eigenvalue reaches some $z_n$. The singularities of $F$ therefore lie among the roots of $\det[z_n-H(k)]=0$. At a root that is simple both in $k$ and in $z$, one eigenvalue passes through $z_n$ and (6) applies with its slope. In general the residue at a root simple in $k$ is $T\,\partial_z\det/\partial_k\det$, which vanishes in the exceptional case that two eigenvalues meet at $z_n$. Each Fermi point contributes a distance $\pi T/|v|$ at lowest order, and the smallest distance belongs to the largest $|v|$. In one dimension, at temperatures low enough that this distance is smaller than that of any root not tied to a real Fermi point, the fastest electrons at the Fermi level limit the convergence.

A single band has further singularities. Take two chains with diagonal elements $h_i=e_i-2t_i\cos ka$ and coupling $g$. The bands are $\varepsilon_\pm=\frac12(h_1+h_2)\pm\frac12\sqrt{(h_1-h_2)^2+4g^2}$, with branch points $k_b$ at $h_1-h_2=\pm2ig$. The sum $f(\varepsilon_+)+f(\varepsilon_-)$ is even in the root and is regular there. The term $f(\varepsilon_-)$ alone contains a piece $B\sqrt{k-k_b}$. Wrapping the raised path around the cut $k=k_b+iu$ gives $e^{ik_bR}\int_0^\infty\sqrt u\,e^{-uR}du\propto R^{-3/2}e^{ik_bR}$, so the one-band error decays as $N^{-3/2}e^{-\kappa_bL}$ when $\kappa_b=\operatorname{Im}k_b<\kappa$.

With $t_1=0.05$, $t_2=0.02$, $e_1=0$, $e_2=0.01$, $g=0.001$, $\mu=0$, $T=0.005$ (all Ha) and $a=5$ bohr, the Fermi velocities are $0.4971$ and $0.1941$, so $\pi Ta/v=0.1580$ and $0.4047$. The determinant roots have $\operatorname{Im}ka=0.15693$ and $0.39304$, and the measured rate of the total number is $0.15693$ per added point. The lower band alone converges at $0.0340$, near its branch point at $0.0338$.

### Two dimensions: the shortest flight time

On an $N\times N$ grid of a square lattice without shift, the sum over roots of unity acts in each direction, and $E_N=\sum c_{\mathbf R}$ over the images $\mathbf R=L(m_1,m_2)\neq0$. Consider coprime $m_1,m_2$. Then $\mathbf a_1=a(m_1,m_2)$ can be completed by some $\mathbf a_2$ to a lattice basis. The phases $\theta=\mathbf k\cdot\mathbf a_1$ and $\varphi=\mathbf k\cdot\mathbf a_2$ are $2\pi$-periodic coordinates of the zone, and $\mathbf k\cdot\mathbf R=N\theta$. At fixed $\varphi$ the $\theta$ integral is one-dimensional and (6) applies. Pairing the poles by inversion, $(\theta,\varphi)\to(-\bar\theta,-\varphi)$,

$$c_{\mathbf R}\approx2T\operatorname{Re}\int_{-\pi}^{\pi}\frac{d\varphi}{2\pi}\,\frac{-i\,e^{iN\theta_p(\varphi)}}{\partial_\theta\varepsilon},\qquad\varepsilon(\theta_p,\varphi)=z_0. \tag{17}$$

If the pole condition has several roots with $\operatorname{Im}\theta_p>0$ at given $\varphi$, (17) is summed over them. For a nearest-neighbour cosine band and the image $(5,2)$, $\mathbf a_2=a(2,1)$ gives $k_xa=\theta-2\varphi$ and $k_ya=5\varphi-2\theta$, and there are two such roots. The modulus of the integrand is largest where $\operatorname{Im}\theta_p\approx\pi T/|\partial_\theta\varepsilon|$ is smallest, which bounds the decay. The integrand also oscillates with the phase $N\theta_F(\varphi)$ of the Fermi line. Where $\theta_F'\neq0$, moving $\varphi$ by $i\xi$ with the sign of $\theta_F'$ adds $|\xi\theta_F'|$ to $\operatorname{Im}\theta_p$, an amount that does not vanish with $T$. If the $\varphi$ path can be deformed in this way without meeting singularities, the integral at large $N$ comes from the saddles $\theta_p'=0$. Differentiating $\varepsilon(\theta_p(\varphi),\varphi)=z_0$ gives $\theta_p'=-\partial_\varphi\varepsilon/\partial_\theta\varepsilon$, so a saddle has $\partial_\varphi\varepsilon=0$. The chain rule gives $\mathbf v=\nabla_{\mathbf k}\varepsilon=\mathbf a_1\partial_\theta\varepsilon+\mathbf a_2\partial_\varphi\varepsilon$, so at the saddle $\mathbf v\parallel\mathbf R$ and $|\partial_\theta\varepsilon|=|\mathbf v|/|\mathbf a_1|$. If $\theta_F''\ne0$, the term $i\pi T/\partial_\theta\varepsilon$ moves the saddle by $O(T)$, which changes the stationary value by $O(T^2)$. The Gaussian integral around the saddle has modulus $\sqrt{2\pi/N|\theta_p''|}$. At lowest order in $T$,

$$|c_{\mathbf R}|\sim N^{-1/2}\,e^{-\pi T\tau_{\mathbf R}},\qquad\tau_{\mathbf R}=\frac{|\mathbf R|}{|\mathbf v|}\bigg|_{\mathbf v\parallel\mathbf R,\ \varepsilon=\mu}. \tag{18}$$

The grid error is limited by the image with the shortest flight time. Since $\mathbf v\parallel\mathbf R$, $\tau_{\mathbf R}=|R_x|/|v_x|=|R_y|/|v_y|$ for nonzero components. With the symmetry of the square,

$$\tau_{\mathbf R}\ge\max(|m_1|,|m_2|)\,\frac{L}{\max|v_x|}, \tag{19}$$

the maximum running over the Fermi line. At lowest order in $T$ the largest velocity component gives the lower bound $\pi TL/\max|v_x|$ on the exponent. It is reached only when that component occurs at a point with $\mathbf v\parallel\mathbf R$ for an axis or diagonal image, where $\max(|m_1|,|m_2|)=1$. The result (18) does not cover a flat Fermi line, where $\theta_F''=0$, or a direction in which no real point has $\mathbf v\parallel\mathbf R$.

Take $\varepsilon=-2t(\cos k_xa+\cos k_ya)$ with $t=0.05$ Ha, $a=5$ bohr, $\mu=-0.025$ Ha, $T=0.005$ Ha. For the axis image the deformation can be carried out explicitly. With $u=\cos k_ya\in[-1,1]$ the pole obeys $\cos k_xa=-z_0/2t-u$. For $\operatorname{Im}u\ge0$ the right side stays in the lower half plane, away from the cut $[-1,1]$, so the root with $\operatorname{Im}k_x>0$ is analytic; the measure $du/\sqrt{1-u^2}$ is analytic there too, and $e^{ik_xa}\to0$ at infinity. The segment can be replaced by two vertical lines from $u=\pm1$ to $i\infty$. Lines of constant $\operatorname{Im}k_x$ are confocal ellipses in the plane of $\cos k_xa$, and moving away from the real axis crosses to larger ones, so $\operatorname{Im}k_x$ grows along each line and the end points dominate. The end $u=-1$ has $\cos k_xa\to1.25$ as $T\to0$, with $\operatorname{Im}k_xa=\ln2$, and is negligible against the end $u=1$. For the diagonal image put $k_xa=p+q$, $k_ya=p-q$, so $\varepsilon=-4t\cos p\cos q$ and $\mathbf k\cdot\mathbf R=2Np$, and $\partial_q\varepsilon=0$ at $q=0$. The rates per unit $N$, with the complex saddles kept in full, are

$$\operatorname{Im}\arccos\!\left(-\frac{z_0}{2t}-1\right)\ \text{(axis)},\qquad2\operatorname{Im}\arccos\!\left(-\frac{z_0}{4t}\right)\ \text{(diagonal)}. \tag{20}$$

On the axis $\cos k_xa=-0.75$ and $v=0.3307$, so $\tau/N=5/0.3307=15.119$ and $\pi T\tau/N=0.2375$; (20) gives $0.2282$. The largest $v_x$ on the Fermi line is $2ta=0.5000$, giving $0.015708\times5/0.5=0.1571$, and the narrowest strip over real $k_y$, computed without linearization, is $0.1564$. A grid with $N$ points along $k_x$ and converged quadrature along $k_y$ has axis images alone. Its measured rate is $0.2281$, well above the bound: the electrons with the largest $v_x$ also move along $y$ and do not fly toward $(L,0)$.

On the diagonal the speed is $0.7016$, the largest on this Fermi line, and the distance is $\sqrt2L$, so $\tau/N=\sqrt2\times5/0.7016=10.079$ and $\pi T\tau/N=0.1583$; (20) gives $0.1581$. By (19) any image with $\max(|m_1|,|m_2|)\ge2$ has $\tau/N\ge2\times5/0.5=20$, and $(2,1)$ has $27.293$. The diagonal image is therefore the limiting one, although it is farther away than the axis image. The measured rate of the $N\times N$ grid is $0.1582$, which supports the saddle assumption for the diagonal, where the deformation was not carried out explicitly. Dividing $L$ by the largest speed would give $0.1120$, 29% below the measured rate, because it pairs the fastest electrons with a distance they do not travel. At $N=60$ the errors are $-1.35\times10^{-8}$ with $k_y$ converged and $-6.28\times10^{-7}$ on the square grid. The numerical check that follows tests (2), (4), (5), (7) to (10), (12), the grid error $\delta\Omega_N$ in (14), the leading factor of (13), (15) with the converged slope, the two-band rates and the exponents in (18) to (20); (10) is compared with the closed solution, (19) with the computed flight times, and the rest with quadrature and grid sums.

## Table of computed values

```
chain: t=0.05 Ha, a=5.0 bohr, mu=-0.04 Ha, kT=0.005 Ha = 0.1361 eV = 1579 K
residue of f = -0.005000 Ha; pi kT = 0.015708 Ha; n = 0.3682976222 per cell
kF a = 1.15928; vF = 0.45826 au; eps''=1.0000 Ha bohr^2; eps'''=-11.4564 Ha bohr^3
pole k a = 1.16551 + 0.17010 i; n=1 pole Im k a = 0.48524
Re k shift: series 1.2820e-03, exact 1.2461e-03 1/bohr
kappa linear 0.034278, cubic 0.034014, exact 0.034021, measured 0.034021 1/bohr
kT/2: kappa linear 0.017139, cubic 0.017106, measured 0.017106 1/bohr
1/kappa = 29.39 bohr = 15.55 Angstrom
prefactor A exact 0.21396, linear 4aT/v 0.21822; M(0.9 kappa) = 0.4329
N=20 L=100 bohr: E=-6.63146e-03 pole=-6.75508e-03 envelope=7.126e-03 bound=4.25e-02
N=40 L=200 bohr: E=1.28952e-04 pole=1.29184e-04 envelope=2.373e-04 bound=1.90e-03
N=60 L=300 bohr: E=5.34910e-06 pole=5.34881e-06 envelope=7.903e-06 bound=8.87e-05
N=80 L=400 bohr: E=-2.32023e-07 pole=-2.32023e-07 envelope=2.632e-07 bound=4.15e-06
tol 1e-06: N exact 73, N linear 72, L=365 bohr = 193 Angstrom; max|E|, N>=73: 7.130e-07
N=40: dOmega=-4.85575e-07 Ha, pole -4.85738e-07 Ha, dF=-4.83144e-07 Ha
N=40: D=3.5020 1/Ha, dn^2/2D=2.374e-09 Ha, dF-dOmega=2.431e-09 Ha, dmu=-3.769e-05 Ha
kT=0.0005 Ha: v/(pi T a)=58.3 cells; max deviation from sinh form/envelope 0.0024
band edge mu=-0.1 Ha, kT=0.001 Ha, m*=0.400: sqrt(m* pi T)=0.03545, measured 0.03554 1/bohr
two chains: t1=0.05, t2=0.02, e1=0.0, e2=0.01, g=0.001, mu=0.0, kT=0.005 Ha
v_F = 0.4971, 0.1941 au; pi T a/v = 0.1580, 0.4047
det poles Im k a = 0.15693, 0.39304; measured trace rate 0.15693 per N
branch point Im k a = 0.03380; measured lower-band rate 0.03400 per N
square lattice: t=0.05, mu=-0.025, kT=0.005 Ha, a=5.0 bohr; n=0.38862840 per cell
v at axis point 0.3307, max v_x 0.5000, max |v| 0.7016 au
image (1, 0): flight time/N = 15.119 au, pi T time = 0.2375 per N
image (1, 1): flight time/N = 10.079 au, pi T time = 0.1583 per N
image (2, 1): flight time/N = 27.293 au, pi T time = 0.4287 per N
pi T a/max v_x = 0.1571; exact strip 0.1564; pi T a/max|v| = 0.1120
N x inf grid: saddle 0.2282, measured 0.2281 per N
N x N grid: diagonal saddle 0.1581, measured 0.1582 per N
N=60: E(N x inf)=-1.351e-08, E(N x N)=-6.283e-07
```
